# Comment on the absorptance of a monolayer on substrates and mirrors: test program

```python
"""Absorptance of an atomically thin sheet in different surroundings.

Result under test (normal incidence from air, time factor exp(-i w t)):
    A = 4 Re(s) / |1 + Y + s|^2
s : sheet conductivity times the vacuum impedance (dimensionless)
Y : input admittance of what lies behind the sheet, in vacuum units
    (air 1, substrate n, ideal mirror a quarter wave away 0).
Weak sheet: substrate / free = 4/(1+n)^2, quarter-wave mirror / free = 4.
Independent road: the sheet is a slab of finite thickness, the wave equation
is integrated numerically, and the Joule heat is summed over the slab.
Lengths inside the solver are multiplied by the vacuum wave number.
"""
import numpy as np
from scipy.constants import h, c, e
from scipy.integrate import solve_ivp
from scipy.optimize import brentq, minimize_scalar

THIN = 1e-5          # slab thickness times wave number, close to a sheet
QUARTER = np.pi / 2  # optical phase of a quarter wave


def solve_stack(layers, back, n_front=1.0):
    """Return reflectance, flux into the back medium, heat in the layers.

    layers: (permittivity, thickness), ordered from back to front.
    back: complex index of the last medium, or None for an ideal mirror.
    """
    if back is None:
        y = np.array([0, 1, 0], dtype=complex)
        flux_back = 0.0
    else:
        y = np.array([1, 1j * back, 0], dtype=complex)
        flux_back = np.real(back)
    for eps, thickness in layers:
        def rhs(u, v, eps=eps):
            return np.array([-v[1], eps * v[0],
                             np.imag(eps) * abs(v[0])**2], dtype=complex)
        y = solve_ivp(rhs, (0, thickness), y, method="DOP853",
                      rtol=1e-10, atol=1e-13).y[:, -1]
    forward = (y[0] - 1j * y[1] / n_front) / 2
    backward = (y[0] + 1j * y[1] / n_front) / 2
    incident = n_front * abs(forward)**2
    return (abs(backward / forward)**2, flux_back / incident,
            y[2].real / incident)


def slab(s, thickness=THIN):
    """Layer whose integrated conductivity equals that of the sheet."""
    return (1 + 1j * s / thickness, thickness)


def formula(s, Y):
    return 4 * np.real(s) / abs(1 + Y + s)**2


def close(a, b, rel):
    return abs(a - b) <= rel * abs(b)


# Sheet between two media, lit from either side, weak to strong, complex s
for s in (0.02, 1.0, 0.5 - 0.8j, 0.3 + 0.6j):
    for n1, n2 in ((1, 1), (1, 1.5), (1, 3.5), (1.5, 1)):
        R, T, heat = solve_stack([slab(s)], n2, n1)
        assert close(heat, 4 * n1 * np.real(s) / abs(n1 + n2 + s)**2, 1e-3)
        assert abs(1 - R - T - heat) < 1e-7

# Weak-sheet limits
weak = 1e-4
free_weak = solve_stack([slab(weak)], 1.0)[2]
for n in (1.5, 3.5):
    ratio = solve_stack([slab(weak)], n)[2] / free_weak
    assert close(ratio, 4 / (1 + n)**2, 1e-3)
for n_s in (1.0, 1.5):
    for phase in (0.3, 1.0, QUARTER, 2.5):
        heat = solve_stack([(n_s**2, phase / n_s), slab(weak)], None)[2]
        expected = 4 / (1 + n_s**2 / np.tan(phase)**2)
        assert close(heat / free_weak, expected, 2e-3)
contact = solve_stack([slab(0.02)], None)[2]
assert contact < 1e-8

# Worked example: weak sheet
E0 = 2.0                                   # photon energy, eV
wavelength = h * c / (E0 * e) * 1e9        # nm
s0 = 0.02
print(f"photon energy {E0:.1f} eV, wavelength {wavelength:.1f} nm")
print(f"sheet s = {s0}")
free = solve_stack([slab(s0)], 1.0)[2]
print(f"free-standing: A = {100*free:.3f} %")
for n in (1.5, 3.5):
    A = solve_stack([slab(s0)], n)[2]
    A_rear = solve_stack([slab(s0)], 1.0, n)[2]
    assert close(A_rear / A, n, 1e-3)
    print(f"substrate n={n}: A = {100*A:.3f} %, ratio to free {A/free:.4f}")
    print(f"  weak limit 4/(1+n)^2 = {4/(1+n)**2:.4f}")
    print(f"  lit from substrate side: A = {100*A_rear:.3f} %")
    if n == 1.5:
        glass = A
mirror = solve_stack([(1.0, QUARTER), slab(s0)], None)[2]
assert close(mirror, formula(s0, 0), 1e-3)
print(f"ideal mirror, quarter wave: A = {100*mirror:.3f} %")
print(f"  ratio to free {mirror/free:.3f}, to n=1.5 {mirror/glass:.3f}")
print(f"quarter wave in air {wavelength/4:.1f} nm, "
      f"in index 1.5 {wavelength/6:.1f} nm")

# Slab of realistic thickness against the sheet formula
d_real = 0.65                              # nm
x_real = 2 * np.pi * d_real / wavelength
thick = solve_stack([slab(s0, x_real)], 1.5)[2]
assert close(thick, formula(s0, 1.5), 0.01)
print(f"slab {d_real} nm on n=1.5: A = {100*thick:.3f} %, "
      f"sheet formula {100*formula(s0, 1.5):.3f} %")

# Metal mirror behind an air gap
eps_metal = -20 + 1j
N = np.sqrt(eps_metal)
r_m = (1 - N) / (1 + N)
for phase in (0.6, 1.2, QUARTER, 2.2):
    heat = solve_stack([(1.0, phase), slab(weak)], N)[2]
    assert close(heat / free_weak, abs(1 + r_m * np.exp(2j*phase))**2, 3e-3)
best = minimize_scalar(
    lambda p: -solve_stack([(1.0, p), slab(s0)], N)[2],
    bounds=(0.5, 2.5), method="bounded", options={"xatol": 1e-6}).x
assert abs(best + np.angle(r_m) / 2) < 1e-3 and best < QUARTER
print(f"metal permittivity {eps_metal.real:.0f}+{eps_metal.imag:.0f}i: "
      f"|r|^2 = {abs(r_m)**2:.4f}, arg r = {np.degrees(np.angle(r_m)):.1f} deg")
for name, phase in (("quarter wave", QUARTER), ("best gap", best)):
    R, T, heat = solve_stack([(1.0, phase), slab(s0)], N)
    assert abs(1 - R - T - heat) < 1e-7
    gap = phase * wavelength / (2 * np.pi)
    print(f"metal, {name} {gap:.1f} nm: sheet {100*heat:.3f} %, "
          f"metal {100*T:.3f} %, sheet/free {heat/free:.3f}")

# Largest possible absorptance for real s
for name, layers, back, Y in (("free", [], 1.0, 1.0),
                              ("n=1.5", [], 1.5, 1.5),
                              ("mirror", [(1.0, QUARTER)], None, 0.0)):
    opt = minimize_scalar(
        lambda s: -solve_stack(layers + [slab(s)], back)[2],
        bounds=(0.1, 6), method="bounded", options={"xatol": 1e-5})
    assert close(-opt.fun, 1 / (1 + Y), 1e-3) and close(opt.x, 1 + Y, 1e-2)
    print(f"maximum A, {name}: {-100*opt.fun:.2f} % at s = {opt.x:.3f}")

# Contrast is a different quantity from absorptance
n = 1.5
R0, T0, _ = solve_stack([], n)
R, T, _ = solve_stack([slab(1e-3)], n)
assert close(1 - T / T0, 2e-3 / (1 + n), 0.01)
assert close(R / R0 - 1, 4e-3 / (n**2 - 1), 0.01)
R, T, heat = solve_stack([slab(s0)], n)
print(f"n=1.5, s={s0}: 1-T/T0 = {100*(1-T/T0):.3f} %, "
      f"R/R0-1 = {100*(R/R0-1):.3f} %, A = {100*heat:.3f} %")

# Exciton line: energies in meV, detuning from the resonance
g = 1.0
print(f"exciton: radiative half-width g = {g} meV (free-standing)")


def exciton_heat(detuning, gamma, gap_phase, back):
    scale = 1 + detuning / (1000 * E0)     # wave number follows the energy
    s = 2 * g / (gamma - 1j * detuning)
    layers = [(1.0, gap_phase * scale)] if gap_phase else []
    return solve_stack(layers + [slab(s)], back)[2]


for gamma in (20.0, 2.0):
    print(f"non-radiative half-width {gamma} meV, peak s = {2*g/gamma:.2f}")
    peak_free = None
    for name, gap_phase, back, Y in (("free", 0, 1.0, 1.0),
                                     ("n=1.5", 0, 1.5, 1.5),
                                     ("mirror", QUARTER, None, 0.0)):
        def line(x):
            return exciton_heat(x, gamma, gap_phase, back)
        g_new = 2 * g / (1 + Y)
        half = gamma + g_new
        top = minimize_scalar(lambda x: -line(x), bounds=(-half, half),
                              method="bounded", options={"xatol": 1e-3})
        peak = -top.fun
        right = brentq(lambda x: line(x) - peak/2, top.x, 4*half, xtol=1e-4)
        left = brentq(lambda x: line(x) - peak/2, -4*half, top.x, xtol=1e-4)
        width = right - left
        assert close(peak, 4/(1+Y)**2 * 2*g*gamma/half**2, 2e-3)
        assert close(width, 2 * half, 0.01)
        peak_free = peak if peak_free is None else peak_free
        print(f"  {name}: peak A {100*peak:.2f} %, ratio "
              f"{peak/peak_free:.3f}, full width {width:.2f} meV, "
              f"g' {g_new:.2f} meV")

print("tests ok")
```

It prints:

```
photon energy 2.0 eV, wavelength 619.9 nm
sheet s = 0.02
free-standing: A = 1.961 %
substrate n=1.5: A = 1.260 %, ratio to free 0.6425
  weak limit 4/(1+n)^2 = 0.6400
  lit from substrate side: A = 1.890 %
substrate n=3.5: A = 0.392 %, ratio to free 0.1997
  weak limit 4/(1+n)^2 = 0.1975
  lit from substrate side: A = 1.371 %
ideal mirror, quarter wave: A = 7.689 %
  ratio to free 3.922, to n=1.5 6.104
quarter wave in air 155.0 nm, in index 1.5 103.3 nm
slab 0.65 nm on n=1.5: A = 1.260 %, sheet formula 1.260 %
metal permittivity -20+1i: |r|^2 = 0.9790, arg r = -154.8 deg
metal, quarter wave 155.0 nm: sheet 7.261 %, metal 2.026 %, sheet/free 3.704
metal, best gap 133.3 nm: sheet 7.610 %, metal 2.023 %, sheet/free 3.881
maximum A, free: 50.00 % at s = 2.000
maximum A, n=1.5: 40.00 % at s = 2.500
maximum A, mirror: 100.00 % at s = 1.000
n=1.5, s=0.02: 1-T/T0 = 1.581 %, R/R0-1 = 6.450 %, A = 1.260 %
exciton: radiative half-width g = 1.0 meV (free-standing)
non-radiative half-width 20.0 meV, peak s = 0.10
  free: peak A 9.07 %, ratio 1.000, full width 42.00 meV, g' 1.00 meV
  n=1.5: peak A 5.92 %, ratio 0.652, full width 41.60 meV, g' 0.80 meV
  mirror: peak A 33.06 %, ratio 3.645, full width 44.06 meV, g' 2.00 meV
non-radiative half-width 2.0 meV, peak s = 1.00
  free: peak A 44.44 %, ratio 1.000, full width 6.00 meV, g' 1.00 meV
  n=1.5: peak A 32.65 %, ratio 0.735, full width 5.60 meV, g' 0.80 meV
  mirror: peak A 100.00 %, ratio 2.250, full width 8.01 meV, g' 2.00 meV
tests ok
```
